\section*{Projecting PAW states on atomic orbitals: spilling, Hamiltonian reconstruction and COHP, part 1}

(Sections cited here and not found follow in the second part.)

\section{Result}

Hartree atomic units are used. Inner products of Bloch functions run over one cell of volume $\Omega$, the mesh of $N_k$ points is uniform and contains $\mathbf k=0$, and the augmentation spheres do not overlap. The all-electron form of a PAW valence state is
\begin{equation}
\psi_{n\mathbf k}(\mathbf r)=\frac{1}{\sqrt\Omega}\sum_{\mathbf G}c_{\mathbf Gn}e^{i\mathbf q\cdot\mathbf r}+\sum_{a\mathbf Ri}e^{i\mathbf k\cdot\mathbf R}\Delta_{ai}(\mathbf r-\boldsymbol\tau_a-\mathbf R)\,P_{ai,n},
\label{psi}
\end{equation}
where $\mathbf q=\mathbf k+\mathbf G$, the first sum is the pseudo function $\tilde\psi$, $\Delta_{ai}=\phi_{ai}-\tilde\phi_{ai}$ is the difference of partial waves (zero outside the radius $r_c$), and $P_{ai,n}=\langle\tilde p_{ai}|\tilde\psi_n\rangle$ uses the projector in the home cell. The basis has $M$ real functions $\chi_\mu=R_\mu(r)Y_{lm}(\hat{\mathbf r})$ per cell, with real harmonics and Bloch sums $\chi_{\mu\mathbf k}=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\chi_\mu(\mathbf r-\boldsymbol\tau_\mu-\mathbf R)$. At each $\mathbf k$, $N$ bands are kept, and
\begin{equation}
T_{\mu n}=\langle\chi_{\mu\mathbf k}|\psi_{n\mathbf k}\rangle,\quad S_{\mu\nu}=\langle\chi_{\mu\mathbf k}|\chi_{\nu\mathbf k}\rangle,\quad O=T^\dagger S^{-1}T .
\end{equation}
The matrix $T$ is a plane-wave sum plus overlaps in every sphere that $\chi_\mu$ reaches. The spilling $1-O_{nn}$ is the squared distance of a normalised $\psi_n$ from the span of the basis. For $N=M$ and nonsingular $O$,
\begin{equation}
H^{\rm rec}(\mathbf k)=C\varepsilon C^\dagger,\qquad C=S^{-1/2}\,T\,O^{-1/2},\qquad \varepsilon=\mathrm{diag}(\varepsilon_{n\mathbf k}),
\label{rec}
\end{equation}
is the Hamiltonian matrix between projected Wannier functions. It is not the matrix between the L\"owdin orbitals of the basis; in the example below, whose basis overlaps the neighbours' cores strongly, one element of the two even differs in sign. The crystal orbital Hamilton populations (COHP) built from it sum to the band energy, and their off-site parts do not depend on the energy zero.

\section{The projection matrix}

The product $e^{-i\mathbf k\cdot\mathbf R}\psi_{n\mathbf k}(\mathbf r)$ equals $\psi_{n\mathbf k}(\mathbf r-\mathbf R)$ by the Bloch property, so the substitution $\mathbf r'=\mathbf r-\mathbf R$ turns the lattice sum of cell integrals into one integral over all space:
\begin{equation}
T_{\mu n}=\sum_{\mathbf R}\int_\Omega\chi_\mu(\mathbf r-\boldsymbol\tau_\mu-\mathbf R)\,\psi_n(\mathbf r-\mathbf R)\,d^3r=\int\chi_\mu(\mathbf r'-\boldsymbol\tau_\mu)\,\psi_n(\mathbf r')\,d^3r'.
\label{unfold}
\end{equation}
Inserting the two terms of (\ref{psi}) gives $T=T^{\rm PW}+T^{\rm sph}$ without approximation.

\subsection{Plane-wave part}

Shifting the origin to $\boldsymbol\tau_\mu$ pulls out $e^{i\mathbf q\cdot\boldsymbol\tau_\mu}$. The Rayleigh expansion $e^{i\mathbf q\cdot\mathbf r}=4\pi\sum_{l'm'}i^{l'}j_{l'}(qr)Y_{l'm'}(\hat{\mathbf q})Y_{l'm'}(\hat{\mathbf r})$ and the orthonormality of the harmonics leave the single term $l'm'=lm$:
\begin{equation}
T^{\rm PW}_{\mu n}=\frac{1}{\sqrt\Omega}\sum_{\mathbf G}c_{\mathbf Gn}\,e^{i\mathbf q\cdot\boldsymbol\tau_\mu}F_\mu(\mathbf q),\qquad F_\mu(\mathbf q)=4\pi i^lY_{lm}(\hat{\mathbf q})\int_0^\infty r^2j_l(qr)R_\mu(r)\,dr .
\label{pw}
\end{equation}
The phase is $i^l$ and not $(-i)^l$ because the orbital stands in the bra. Gaussians give closed forms against which the sign can be fixed. From $\int e^{-r^2+i\mathbf q\cdot\mathbf r}d^3r=\pi^{3/2}e^{-q^2/4}$ and the replacement $x\to-i\partial/\partial q_x$, the orbital $\sqrt{3/4\pi}\,x\,e^{-r^2}$ has $F=\sqrt{3/4\pi}\,\pi^{3/2}(iq_x/2)e^{-q^2/4}$, and $\sqrt{15/4\pi}\,xz\,e^{-r^2}$ has $F=-\sqrt{15/4\pi}\,\pi^{3/2}(q_xq_z/4)e^{-q^2/4}$. At $\mathbf q=(0.9,-0.4,1.3)$ bohr$^{-1}$ the values are $0.6296\,i$ and $-0.9151$ in atomic units.

\subsection{Sphere part}

In each term the origin is moved to the sphere centre $\boldsymbol\tau_a+\mathbf R$. With $\Delta_{ai}=\Delta_i(r)Y_{l_im_i}$,
\begin{align}
T^{\rm sph}_{\mu n}&=\sum_{ai}\Big[\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}W_{\mu,ai}(\mathbf R)\Big]P_{ai,n},\label{sph}\\
W_{\mu,ai}(\mathbf R)&=\int_0^{r_c}r^2\Delta_i(r)\int Y_{l_im_i}(\hat{\mathbf r})\,\chi_\mu(\mathbf r+\boldsymbol\tau_a+\mathbf R-\boldsymbol\tau_\mu)\,d\hat{\mathbf r}\,dr .
\end{align}
On site ($\boldsymbol\tau_a+\mathbf R=\boldsymbol\tau_\mu$) the angular integral is $R_\mu\delta_{ll_i}\delta_{mm_i}$ and $W=\delta_{ll_i}\delta_{mm_i}\int_0^{r_c}r^2R_\mu\Delta_i\,dr$. Off site the angular integral is done by quadrature and the rule $lm=l_im_i$ is lost. As an instance, take $\Delta(r)=r(1-r^2/r_c^2)^4$ with $r_c=1.2$ bohr and the Gaussian $p_x$ above. The on-site $p_x$--$p_x$ overlap is $0.01347$ and the on-site $p_x$--$p_z$ overlap is zero. With the orbital displaced to $(1.0,0.5,0.8)$ bohr from the sphere centre, the overlap with the $p_z$ channel is $-0.00374$ (Gauss--Legendre in $r$ and $\cos\theta$, uniform azimuth), 28\% of the on-site value in magnitude.

The unfolding (\ref{unfold}) applied to $S$ gives $S_{\mu\nu}(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle\chi_{\mu0}|\chi_{\nu\mathbf R}\rangle$, where $\chi_{\nu\mathbf R}$ is the orbital in cell $\mathbf R$ and the integral is over all space. A plane-wave sum at the PAW cutoff does not guarantee its accuracy, because that cutoff is chosen for $\tilde\psi$ and not for $\chi$.

\section{Spilling}

The best approximation $\sum_\mu\chi_{\mu\mathbf k}x_\mu$ to $\psi_n$ minimises
\begin{equation}
d^2=\langle\psi_n|\psi_n\rangle-x^\dagger t-t^\dagger x+x^\dagger Sx=\langle\psi_n|\psi_n\rangle-t^\dagger S^{-1}t+(x-S^{-1}t)^\dagger S(x-S^{-1}t),
\end{equation}
where $t$ is column $n$ of $T$ and the second form follows by expanding the last product. Since $S$ is positive definite for independent orbitals, the minimum lies at $x=S^{-1}t$ and equals $\langle\psi_n|\psi_n\rangle-O_{nn}$. For orthonormal bands the same formula applied to $\sum_n\psi_ny_n$ gives $0\le d^2=y^\dagger y-y^\dagger Oy$, and $y^\dagger Oy\ge0$ because $S^{-1}$ is positive, so the eigenvalues of $O$ lie in $[0,1]$. With occupations $f_{n\mathbf k}$,
\begin{equation}
\mathcal S_{\rm charge}=\frac{\sum_{\mathbf kn}f_{n\mathbf k}(1-O_{nn})}{\sum_{\mathbf kn}f_{n\mathbf k}},\qquad \mathcal S_{\rm total}=\frac{1}{NN_k}\sum_{\mathbf k}\sum_{n=1}^N(1-O_{nn}).
\end{equation}

The ``1'' here is the PAW normalisation $\langle\tilde\psi|\tilde\psi\rangle+P^\dagger QP=1$, with $Q_{ij}=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle$ in the sphere. Write $\tilde\psi=\tilde\phi P+\delta$ inside a sphere, $\tilde\phi P$ standing for $\sum_i\tilde\phi_iP_i$ and $\delta$ for the part that the partial waves miss. Since $\|\phi P\|^2=\|\tilde\phi P+\Delta P\|^2$, one has $P^\dagger QP=2\,\mathrm{Re}\langle\tilde\phi P|\Delta P\rangle+\|\Delta P\|^2$, and therefore
\begin{equation}
\langle\psi|\psi\rangle=\langle\tilde\psi|\tilde\psi\rangle+2\,\mathrm{Re}\langle\tilde\psi|\Delta P\rangle+\|\Delta P\|^2=1+2\,\mathrm{Re}\langle\delta|\Delta P\rangle ,
\label{norm}
\end{equation}
summed over spheres. The squared distance is then $(1-O_{nn})+(\langle\psi|\psi\rangle-1)$, so a value of $1-O_{nn}$ comparable to this norm defect cannot be read as a distance without that correction. Overlapping spheres would add cross terms between the $\Delta$ of different atoms.

\section{Reconstructing the Hamiltonian}

\subsection{What completeness gives}

Let $\hat H$ be the all-electron one-particle Hamiltonian. Inserting all its eigenstates at $\mathbf k$, core states included, gives $\langle\chi_{\mu\mathbf k}|\hat H|\chi_{\nu\mathbf k}\rangle=\sum_{n\in\rm all}T_{\mu n}\varepsilon_nT^*_{\nu n}$ and $S=\sum_{\rm all}TT^\dagger$. The L\"owdin orbitals $L_{\mu}=\sum_\nu\chi_{\nu\mathbf k}(S^{-1/2})_{\nu\mu}$ are orthonormal and have $\langle L_\mu|\psi_n\rangle=(S^{-1/2}T)_{\mu n}\equiv T'_{\mu n}$, so $O=T'^\dagger T'$. Their Hamiltonian splits into the kept bands and the omitted states, the cores and the bands above $N$, which the reconstruction does not use:
\begin{equation}
H^{L}=T'\varepsilon T'^\dagger+T'_{\rm out}\varepsilon_{\rm out}T'^\dagger_{\rm out},\qquad T'T'^\dagger+T'_{\rm out}T'^\dagger_{\rm out}=1 .
\end{equation}

\subsection{The polar factor}

Take $N=M$ and the singular-value decomposition $T'=U\Sigma V^\dagger$ with all $\sigma_i>0$. Then $O=V\Sigma^2V^\dagger$, $O^{-1/2}=V\Sigma^{-1}V^\dagger$ and $C=T'O^{-1/2}=UV^\dagger$, which is unitary. The functions $w_{\mu\mathbf k}=\sum_n\psi_{n\mathbf k}C^*_{\mu n}$ are then orthonormal, and for orthonormal eigenstates of $\hat H$
\begin{equation}
\langle w_{\mu\mathbf k}|\hat H|w_{\nu\mathbf k}\rangle=\sum_nC_{\mu n}\varepsilon_nC^*_{\nu n}=H^{\rm rec}_{\mu\nu}(\mathbf k).
\end{equation}
For any unitary $X$ in place of $C$, $\sum_\mu\|L_\mu-w_\mu\|^2=2M-2\,\mathrm{Re\,Tr}(T'X^\dagger)$, because $\langle L_\mu|w_\mu\rangle=\sum_nT'_{\mu n}X^*_{\mu n}$. Cyclic permutation gives $\mathrm{Tr}(T'X^\dagger)=\mathrm{Tr}(\Sigma Z)$ with $Z=V^\dagger X^\dagger U$ unitary, so $\mathrm{Re}\,Z_{ii}\le1$ and the maximum needs $Z=1$, that is $X=UV^\dagger=C$. The $w$ are the orthonormal set within the kept bands that lies closest to the L\"owdin orbitals. A band gauge change $\psi\to\psi Y$, with $Y$ unitary and commuting with $\varepsilon$, sends $T'\to T'Y$ and $C\to CY$ and leaves $w$ and $H^{\rm rec}$ unchanged, so arbitrary phases from the diagonaliser drop out.

From $T'=CO^{1/2}$ follows $T'T'^\dagger=COC^\dagger$, so the omitted weight is $T'_{\rm out}T'^\dagger_{\rm out}=C(1-O)C^\dagger$, with trace $\sum_n(1-O_{nn})$. Using $\mathrm{Tr}(T'\varepsilon T'^\dagger)=\sum_n\varepsilon_nO_{nn}$,
\begin{equation}
\mathrm{Tr}(H^L-H^{\rm rec})=-\sum_{n\le N}(1-O_{nn})\varepsilon_n+\sum_{m\in\rm out}\omega_m\varepsilon_m,\qquad\omega_m=\sum_\mu|T'_{\mu m}|^2 .
\label{trace}
\end{equation}
The weights $\omega_m$ sum to $\sum_n(1-O_{nn})$. The difference is linear in the spilling and weighted by the distance to the omitted energies. It vanishes at zero spilling, where $O=1$ and $w=L$.

\subsection{Real space}

Define $w_{\nu\mathbf R}=N_k^{-1}\sum_{\mathbf k}e^{-i\mathbf k\cdot\mathbf R}w_{\nu\mathbf k}$, which equals $w_{\nu0}(\mathbf r-\mathbf R)$ by the Bloch property. Over the supercell of $N_k$ cells, different $\mathbf k$ do not couple and equal $\mathbf k$ give $N_k$ times the cell integral, so
\begin{equation}
H_{\mu\nu}(\mathbf R)=\langle w_{\mu0}|\hat H|w_{\nu\mathbf R}\rangle=\frac{1}{N_k}\sum_{\mathbf k}e^{-i\mathbf k\cdot\mathbf R}H^{\rm rec}_{\mu\nu}(\mathbf k).
\label{HR}
\end{equation}
The inverse on the mesh is $H^{\rm rec}(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}H(\mathbf R)$, with $\mathbf R$ defined modulo the supercell. Hermiticity of $H^{\rm rec}(\mathbf k)$ gives $H_{\nu\mu}(-\mathbf R)=H_{\mu\nu}(\mathbf R)^*$.

This part has derived the projection matrix $T$, the spilling, and the reconstructed Hamiltonian $H^{\rm rec}(\mathbf k)$ with its real-space elements $H(\mathbf R)$. It remains to build the COHP and its rules, to set out the procedure with its cost and stability, and to work through a one-dimensional example.

All numerical values are calculated from the stated model.
